\section*{Foil Thickness and Extinction Distance from Convergent-Beam Fringe Minima}

\section{The weakly scattering slab}

Let a parallel-sided crystal slab of thickness $t$ diffract so weakly that the incident beam is not depleted. Each depth $z$ contributes equally to the diffracted beam, with a phase $2\pi s z$, where $s$ (an inverse length) measures the departure from the Bragg condition. The amplitude is proportional to
\begin{equation}
\int_0^t e^{-2\pi i s z}\,dz = e^{-\pi i s t}\,\frac{\sin(\pi s t)}{\pi s}.
\end{equation}
It vanishes at $|s_n|=n/t$ with $n=1,2,\dots$, so every dark fringe gives the same value $(s_n/n)^2=1/t^2$. A convergent beam supplies a range of $s$ at once, and one fringe of known order would suffice to find $t$.

When the diffracted beam scatters back into the incident one, the fringes move. The result derived below is
\begin{equation}
\boxed{\;\left(\frac{s_n}{n}\right)^2=\frac{1}{t^2}-\frac{1}{\xi^2}\,\frac{1}{n^2}\;}
\label{eq:plot}
\end{equation}
where $\xi$ is the extinction distance of the reflection. Plotted against $1/n^2$, the left side is a straight line with intercept $1/t^2$ and slope $-1/\xi^2$. The weak slab is the limit $\xi\to\infty$, in which the line is horizontal.

\section{Two coupled beams}

\subsection{Assumptions and amplitude equations}

Wavevectors carry no factor $2\pi$, so $K=1/\lambda$ and $g=1/d$ for planes of spacing $d$. The model assumes elastic forward scattering, two beams, small angles, no absorption, a centrosymmetric crystal and one thickness under the probe. The foil normal $z$ lies nearly along the beam and perpendicular to $\mathbf g$.

The electron wave obeys
\begin{equation}
\nabla^2\psi+4\pi^2\,[K^2+U(\mathbf r)]\,\psi=0,\qquad
U(\mathbf r)=\sum_{\mathbf h}U_{\mathbf h}\,e^{2\pi i\mathbf h\cdot\mathbf r},
\end{equation}
where $U$ is the scaled crystal potential and its mean is included in $K^2$. Insert
\begin{equation}
\psi=\phi_0(z)\,e^{2\pi i\mathbf k\cdot\mathbf r}
+\phi_g(z)\,e^{2\pi i(\mathbf k+\mathbf g)\cdot\mathbf r},\qquad |\mathbf k|=K.
\end{equation}
For the first term,
\begin{equation}
\nabla^2\!\left(\phi_0e^{2\pi i\mathbf k\cdot\mathbf r}\right)
=\left(\phi_0''+4\pi i k_z\phi_0'-4\pi^2K^2\phi_0\right)e^{2\pi i\mathbf k\cdot\mathbf r}.
\end{equation}
The amplitudes vary over the shorter of the distances $\xi$ and $1/|s|$ defined below, so $\phi''$ is smaller than $4\pi k_z\phi'$ by a factor of order $\lambda$ divided by that distance, and is dropped. Collecting the terms that multiply each plane wave gives
\begin{align}
4\pi i k_z\phi_0'+4\pi^2U_{-g}\,\phi_g&=0,\\
4\pi i k_z\phi_g'+4\pi^2\left(K^2-|\mathbf k+\mathbf g|^2\right)\phi_g+4\pi^2U_g\,\phi_0&=0.
\end{align}
With the origin at a centre of symmetry, $U_g=U_{-g}$ is real. If it is negative, reversing the sign of $\phi_g$ makes the coupling positive without changing an intensity. Divide by $4\pi i k_z$, set $k_z\simeq K$, and define
\begin{equation}
\xi=\frac{K}{|U_g|},\qquad s=\frac{K^2-|\mathbf k+\mathbf g|^2}{2K}.
\end{equation}
Then
\begin{equation}
\phi_0'=\frac{i\pi}{\xi}\,\phi_g,\qquad
\phi_g'=\frac{i\pi}{\xi}\,\phi_0+2\pi i s\,\phi_g .
\label{eq:hw}
\end{equation}

\subsection{From fringe position to deviation}

Let $k_t$ be the component of $\mathbf k$ along $\mathbf g$. Since $|\mathbf k+\mathbf g|^2=K^2+2k_tg+g^2$, the Bragg condition $s=0$ is $k_t=-g/2$. Writing $k_t=-g/2+\delta$,
\begin{equation}
s=-\frac{2(-g/2+\delta)g+g^2}{2K}=-\frac{g\,\delta}{K}.
\end{equation}
On the detector the centres of the 000 and $g$ discs are separated by the transverse wavevector $g$, and a fringe lies $\delta$ from the Bragg line. Their ratio $x=|\delta|/g$ is read directly from the image and needs no camera length:
\begin{equation}
|s|=\frac{g^2}{K}\,x=\frac{\lambda}{d^2}\,x .
\label{eq:s}
\end{equation}
The distance must be measured perpendicular to the fringes from the Bragg line, which need not pass through the disc centre. In this text the disc is centred on it.

\subsection{Intensity}

Try $(\phi_0,\phi_g)=(a,b)\,e^{2\pi i\gamma z}$ in \eqref{eq:hw}. This gives $\gamma a=b/(2\xi)$ and $\gamma b=a/(2\xi)+sb$. Eliminating $a$,
\begin{equation}
\gamma^2-s\gamma-\frac{1}{4\xi^2}=0,\qquad
\gamma_\pm=\frac{s\pm\sigma}{2},\qquad \sigma=\sqrt{s^2+\frac1{\xi^2}} .
\end{equation}
At the entrance face $\phi_0=1$ and $\phi_g=0$. The second condition requires
\begin{equation}
\phi_g=C\left(e^{2\pi i\gamma_+z}-e^{2\pi i\gamma_-z}\right)
=2iC\,e^{\pi i s z}\sin(\pi\sigma z).
\end{equation}
Its derivative at $z=0$ is $2\pi iC\sigma$, while \eqref{eq:hw} gives $i\pi/\xi$ there. Hence $C=1/(2\xi\sigma)$ and
\begin{equation}
I_g=|\phi_g(t)|^2=\frac{\sin^2(\pi t\sigma)}{(\xi\sigma)^2}.
\label{eq:ig}
\end{equation}
Equations \eqref{eq:hw} also give
\begin{equation}
\frac{d}{dz}\left(|\phi_0|^2+|\phi_g|^2\right)
=2\,\mathrm{Re}\left[\frac{i\pi}{\xi}\left(\phi_0^*\phi_g+\phi_g^*\phi_0\right)+2\pi i s|\phi_g|^2\right]=0,
\end{equation}
because the bracket is imaginary. Thus $I_0=1-I_g$: a dark fringe in the $g$ disc is a bright one in the 000 disc.

\subsection{The straight line}

The intensity \eqref{eq:ig} vanishes when $t\sigma=n$. Since $\sigma>0$, $n$ is a positive integer. Squaring,
\begin{equation}
s_n^2+\frac{1}{\xi^2}=\frac{n^2}{t^2},
\label{eq:zero}
\end{equation}
and division by $n^2$ gives \eqref{eq:plot}. For $n\gg t/\xi$ the fringes approach the weak-slab positions $n/t$; at fixed $t$, $ds_n/d\xi=1/(\xi^3s_n)$, so the innermost fringe responds most strongly to $\xi$.

\section{Assigning the integers}

An off-centre zero has $s_n^2>0$, so \eqref{eq:zero} requires $n>t/\xi$. The first one has
\begin{equation}
n_1=\lfloor t/\xi\rfloor+1,
\label{eq:first}
\end{equation}
and the following fringes take consecutive integers. If $t/\xi$ is an integer there is also a zero at $s=0$, which is not counted in \eqref{eq:first}.

\paragraph{Central dips.} Put $u=\pi t\sigma$, which grows with $|s|$ from $u_0=\pi t/\xi$. Then $I_g\propto(\sin u/u)^2$ and
\begin{equation}
\frac{d}{du}\left(\frac{\sin u}{u}\right)^2=\frac{2\sin u\,(u\cos u-\sin u)}{u^3}.
\end{equation}
For $u_0$ between $n\pi$ ($n\ge1$) and the next root of $\tan u=u$, this derivative is positive. The disc centre is then a local minimum although its intensity is not zero. For $n=2$ the range is $2<t/\xi<2.459$. Away from $s=0$, the stationary points are zeros and, at $\tan u=u$, maxima, so in the two-beam model every off-centre minimum is a true zero.

\paragraph{Wrong integers.} Suppose each fringe is labelled $m=n+k$. Substituting $n=m-k$ in \eqref{eq:zero} and dividing by $m^2$,
\begin{equation}
\left(\frac{s}{m}\right)^2=\frac1{t^2}-\frac{2k}{m\,t^2}
+\left(\frac{k^2}{t^2}-\frac1{\xi^2}\right)\frac1{m^2}.
\label{eq:wrong}
\end{equation}
The term in $1/m$ is not linear in $1/m^2$, so the plot bends. Over a few fringes the bend can be slight, as the example shows.

\section{Worked example}

Take $d=0.192$ nm, 200 kV electrons ($\lambda=0.002508$ nm), $\xi=100$ nm and $t=230$ nm. Equation \eqref{eq:s} has the scale factor $\lambda/d^2=0.06803\ \mathrm{nm^{-1}}$. The disc half-angle is 0.8 of the Bragg angle, so $x\le0.40$ and $|s|\le0.0272\ \mathrm{nm^{-1}}$. At the disc edge $t\sigma=230\sqrt{0.0272^2+0.01^2}=6.7$, while $t/\xi=2.3$; the orders present are 3 to 6.

The fringe positions were found by diagonalizing the wave equation for the squared longitudinal wavevectors. This keeps the second derivatives dropped above but omits reflection at the surfaces.
\begin{center}
\begin{tabular}{ccccc}
$n$ & $x$ & $s$ (nm$^{-1}$) & $1/n^2$ & $(s/n)^2$ ($10^{-6}$ nm$^{-2}$)\\
3 & 0.1231 & 0.00837 & 0.11111 & 7.792\\
4 & 0.2091 & 0.01423 & 0.06250 & 12.653\\
5 & 0.2837 & 0.01930 & 0.04000 & 14.903\\
6 & 0.3541 & 0.02409 & 0.02778 & 16.125
\end{tabular}
\end{center}
The first and last points alone give
\begin{equation}
\text{slope}=\frac{7.792-16.125}{0.11111-0.02778}\times10^{-6}
=-100.0\times10^{-6}\ \mathrm{nm^{-2}} .
\end{equation}
The least-squares intercept is $18.902\times10^{-6}\ \mathrm{nm^{-2}}$. Therefore
\begin{equation}
t=\frac{1000}{\sqrt{18.902}}\ \mathrm{nm}=230.0\ \mathrm{nm},\qquad
\xi=\frac{1000}{\sqrt{100.0}}\ \mathrm{nm}=100.0\ \mathrm{nm}.
\end{equation}
Recovery of both inputs to within 0.1\% was a test of \eqref{eq:plot}. Over the disc, \eqref{eq:ig} differed from the diagonalized intensity by at most $1.5\times10^{-4}$ of the incident intensity. The centre of this disc is a dip of intensity 0.65, and must not be counted.

Starting the labels at the wrong integer gives plausible but wrong answers:
\begin{center}
\begin{tabular}{cccc}
first $n$ & $t$ (nm) & $\xi$ (nm) & rms residual / intercept\\
2 & 200.2 & 186.8 & $2.0\times10^{-2}$\\
3 & 230.0 & 100.0 & $2.7\times10^{-6}$\\
4 & 255.6 & 75.4 & $7.7\times10^{-3}$
\end{tabular}
\end{center}
Checking \eqref{eq:first} with the fitted values does not help here: the ratios $t/\xi$ are 1.07, 2.30 and 3.39, each consistent with its own first integer. Straightness separates the cases only if the readings are good enough. An error of 0.002 in $x$ changes $s^2$ by the fraction $2\times0.002/x$, which moves each of the four ordinates by 1.0 to 1.3\% of the intercept. A line with two fitted parameters absorbs part of this: independent errors at four points leave an rms residual of about $\sqrt{(4-2)/4}$ of their size, here about 0.8\% of the intercept, which is as large as the residual of the third row. A prior value of $\xi$ good to about 10\% separates 75, 100 and 187 nm. In thicker foils the alternatives lie closer together, and $\xi$ must be known better.

\section{Errors and limits}

\paragraph{Reading and scale.} Moving each fringe separately by 0.002 in $x$ and adding the magnitudes of the resulting changes gives 2.6 nm in $t$ and 3.0 nm in $\xi$. This estimates the case in which all errors conspire. If $\lambda/d^2$ is wrong by a factor $c$, every ordinate is multiplied by $c^2$, and both fitted lengths are divided by $c$. A scale 1\% too high gives 227.7 and 99.0 nm, with no loss of straightness to reveal it.

\paragraph{Tilted foil.} Let the foil be tilted by $\varphi$ about an axis parallel to $\mathbf g$, and let $z$ remain its normal. Then $k_z\simeq K\cos\varphi$, and every right-hand side of \eqref{eq:hw} is divided by $\cos\varphi$. The equations are unchanged if $z/\cos\varphi$, the path along the beam, replaces $z$. The intercept therefore gives that path. For a 230 nm foil at $10^\circ$ the fit returned 233.6 nm, and multiplication by $\cos10^\circ$ restores 230 nm.

\paragraph{Varying thickness.} Differentiating \eqref{eq:zero} at fixed $\xi$ gives $ds_n/dt=-n^2/(t^3s_n)$. For $n=3$ here, a variation of 1 nm under the probe spreads the zero over $9/(230^3\times0.00837)=8.8\times10^{-5}\ \mathrm{nm^{-1}}$, or 0.0013 in $x$. The sensitivity varies as $n^2/s_n$ with $s_n^2=n^2/t^2-1/\xi^2$, which is least at $n=\sqrt2\,t/\xi$, here 3.3. It grows for the outer fringes, reaching $1.2\times10^{-4}\ \mathrm{nm^{-1}}$ per nm at $n=6$, and also for a fringe very close to the Bragg line, where $s_n\to0$.

\paragraph{Absorption.} Uniform absorption multiplies the disc by a common factor and moves no minimum. Absorption that differs between the Bloch waves makes $1/\xi$ complex, so the zeros fill in. With an imaginary part of $U_g$ equal to $1/30$ of its real part, and a uniform imaginary part of the same size, the first minimum retained an intensity of 0.013, and the fit gave 230.1 and 100.2 nm.

\paragraph{Further beams of the row.} At the Bragg position the beams $-g$ and $2g$ both have deviation $-\lambda/d^2$. They are weak. Each consists of a part that follows the two strong beams and a fast oscillation of period about $d^2/\lambda$, here 15 nm. The oscillation starts at the entrance face, where the weak beams are zero; it is comparable in size to the first part, but largely averages out of the coupling. For the part that follows, neglecting derivatives and taking all couplings positive,
\begin{equation}
\phi_{2g}\simeq\frac{d^2}{2\lambda}\left(\frac{\phi_g}{\xi}+\frac{\phi_0}{\xi_{2g}}\right),\qquad
\phi_{-g}\simeq\frac{d^2}{2\lambda}\left(\frac{\phi_0}{\xi}+\frac{\phi_g}{\xi_{2g}}\right).
\end{equation}
They add $i\pi(\phi_{2g}/\xi_{2g}+\phi_{-g}/\xi)$ to $\phi_0'$. The part proportional to $\phi_g$ changes the coupling to
\begin{equation}
\frac1{\xi_{\rm eff}}\simeq\frac1\xi+\frac{d^2}{\lambda\,\xi\,\xi_{2g}} .
\end{equation}
The remaining part is a phase shift common to both strong beams. For $\xi_{2g}=250$ nm this gives 94.4 nm; diagonalization with six beams (extinction distances 100, 250, 500, 1000 and 2000 nm for $g$ to $5g$) gives 94.5 nm.

Fitting the six-beam fringes yields $t=232.6$ nm and $\xi=95.6$ nm. With eight or twelve beams (the higher extinction distances continuing to double) $t$ is unchanged, both this $\xi$ and the 94.5 nm above fall by 0.1 nm, and the dip described below moves outward by 0.001 in $x$. The thickness is 1.1\% too large, while the slope returns a length close to $\xi_{\rm eff}$ rather than the two-beam $\xi$. The six-beam disc also has a shallow off-centre dip at $x=0.021$ with intensity 0.95. The two-beam model has no such minimum; it appears here only when the further beams are included, and must not be counted as a fringe.

The $g$ disc remains symmetric about its Bragg line. Reversing $\delta$ and exchanging beams $h$ and $g-h$ leaves the coupled equations unchanged, and their coupling matrix is symmetric, so scattering from 0 to $g$ equals scattering from $g$ to 0. The 000 disc has no such symmetry: its two sides differed by up to 0.04 of the incident intensity. Fringes are therefore best read in the $g$ disc, averaging the two sides.

\paragraph{Comparison with a real foil.} The parameters are rough values in the regime of the silicon 220 reflection at 200 kV; the higher extinction distances and the absorption ratio are rough model inputs. In this model the further beams of the row move $t$ by about 1\% and $\xi$ by about 4\%, more than absorption at the ratio $1/30$ does. At a ratio of $0.1$ the shifts due to absorption grow to about 1\% in $t$ and 6\% in $\xi$ for foils approaching 500 nm. Beams outside the row were not sized. Thermal vibration with $B=0.005\ \mathrm{nm^2}$ multiplies $U_g$ by $e^{-B/4d^2}=0.967$ and $\xi$ by 1.034. In the two-beam model this changes the slope and leaves the intercept alone. An amorphous surface layer does not contribute to the Bragg coupling, so $t$ is the crystalline thickness.

\section{Procedure}

\begin{enumerate}
\item Excite one reflection strongly, keep the discs from overlapping, and locate the Bragg line in the $g$ disc.
\item Measure $x$ for the dark fringes on both sides and average. Reject any dip at or very near the Bragg line, even a dark one, and any other dip whose intensity is not well below the envelope $1/(1+s^2\xi^2)$. This envelope holds without absorption. In a real foil it must be scaled down by the uniform attenuation, in practice by comparing each dip with its neighbouring maxima. When absorption differs strongly between the Bloch waves (an imaginary part of $U_g$ near a tenth of the real part, in a foil of a few $\xi$), the inner fringes fill in and this test no longer separates them from false dips. If this drops a true innermost fringe, the remaining ones are still consecutive.
\item Compute $s=(\lambda/d^2)x$ with the relativistic wavelength.
\item For several trial values of $n_1$, label the fringes consecutively and fit $(s/n)^2$ against $1/n^2$.
\item Choose $n_1$ by straightness together with a prior estimate of $\xi$. Two fringes determine a line but cannot test it; at least three are needed.
\item Take $t=(\text{intercept})^{-1/2}$ and $\xi=(-\text{slope})^{-1/2}$, and correct $t$ for foil tilt.
\end{enumerate}

Thin foils set a lower limit. With the disc of the example, $\sigma$ reaches $0.0290\ \mathrm{nm^{-1}}$ at the edge, so the second-order fringe enters only for $t\ge2/0.0290=69$ nm. Below $1/0.0290=34$ nm the disc holds no fringe. Between these two thicknesses it holds one; the line cannot be drawn, and $t$ follows only if $\xi$ is known. The same happens in a narrow range just above $t=\xi=100$ nm: the first-order fringe has vanished at the centre, while the third enters at the edge only at $3/0.0290=103$ nm. Three fringes, the number needed to test the line, are present from $4/0.0290=138$ nm upward. The numerical output below lists the inputs and the fitted values of the worked example.

\section*{Table of computed values}
\begin{verbatim}
accelerating voltage = 200 kV
wavelength = 0.002508 nm
plane spacing d = 0.192 nm
Bragg angle = 6.531 mrad
disc half-angle = 5.225 mrad
lambda/d^2 = 0.06803 1/nm
input t = 230.0 nm, input xi = 100.0 nm
t/xi = 2.30, first order n = 3
largest x in disc = 0.40
n, x, s (1/nm), 1/n^2, (s/n)^2 (1e-6/nm^2):
  3  0.1231  0.00837  0.11111  7.792
  4  0.2091  0.01423  0.06250  12.653
  5  0.2837  0.01930  0.04000  14.903
  6  0.3541  0.02409  0.02778  16.125
intercept = 18.902 1e-6/nm^2
slope = -100.00 1e-6/nm^2
fitted t = 230.01 nm, fitted xi = 100.00 nm
rms residual/intercept = 2.7e-06
first n = 2: t = 200.2 nm, xi = 186.8 nm, rms/intercept = 2.0e-02
first n = 4: t = 255.6 nm, xi = 75.4 nm, rms/intercept = 7.7e-03
centre intensity = 0.6547 of incident
centre dips for t/xi from 2 to 2.4590
largest relative error of s formula = 3.5e-05
largest error of closed intensity = 1.5e-04
reading error in x = 0.002
  worst case: t by 2.6 nm, xi by 3.0 nm
s scale 1% high: t = 227.7 nm, xi = 99.0 nm
foil tilt 10 deg: plot gives t = 233.6 nm
absorption ratio = 0.0333
  t = 230.05 nm, xi = 100.19 nm
  intensity left at first minimum = 1.3e-02
six-beam row, xi of g, 2g, 3g, 4g, 5g (nm):
  100, 250, 500, 1000, 2000
  dark fringes at x = 0.1107, 0.2008, 0.2760, 0.3464
  bright dips not counted: 1; x (intensity): 0.0211 (0.946)
  t = 232.6 nm, xi = 95.6 nm
  rms residual/intercept = 8.8e-04
  xi at Bragg position, diagonalized = 94.5 nm
  xi at Bragg position, estimate = 94.4 nm
  asymmetry of g disc = 3e-10, 000 disc = 0.04
vibration parameter B = 0.005 nm^2
  potential factor = 0.967, xi factor = 1.034
\end{verbatim}
